# Plateau flatness as a test of charge localisation in supercells

## The question

A supercell is modelled by a ring of $N$ sites ($N$ even), spacing $a$, length $L=Na$. Each site stands for a plane of area $A$ over which charge is spread evenly. One extra electron has hopping amplitude $-t$ ($t>0$) and site energy $-U$ at the defect, site 0, with $U\ge 0$. Its density is $\rho_n=\psi_n^2$, with $\sum_n\rho_n=1$. A uniform background neutralises the cell. The host is frozen apart from a dielectric constant $\varepsilon$, so the potential of the neutral reference is zero.

The electron moves in its own Hartree potential $V_n$; this mean-field self-repulsion is kept. Potentials are electron potential energies with zero average over the sites. Let $h=N/2$ label the site farthest from the defect, and let

$$g=\frac{e^2a}{\varepsilon_0\varepsilon A}.$$

The potential $V^{\rm lr}$ of a unit model charge on site 0 is subtracted to give the short-range potential $V^{\rm sr}=V-V^{\rm lr}$. Its bowing over the far window $|n-h|\le w$, with $w<h$, is

$$D=V^{\rm sr}_h-\tfrac12\left(V^{\rm sr}_{h+w}+V^{\rm sr}_{h-w}\right).$$

## (a) Find the equation for $V_n$ and solve it for the model charge.

**Answer.** With electron number density $\nu(x)=\sum_n\rho_n\delta(x-na)/A$, Poisson's equation for the potential energy is

$$V''=-\frac{e^2}{\varepsilon_0\varepsilon}\left(\nu-\frac1{AL}\right).$$

Between planes $V''=e^2/(\varepsilon_0\varepsilon AL)$, so

$$V_{n\pm1}-V_n=\pm aV'(na^\pm)+\frac{a^2}{2}\frac{e^2}{\varepsilon_0\varepsilon AL}.$$

Add the two equations. The slope jumps by $-e^2\rho_n/(\varepsilon_0\varepsilon A)$ at the plane, and $L=Na$, hence

$$V_{n+1}-2V_n+V_{n-1}=-g\left(\rho_n-\frac1N\right).\tag{1}$$

For $\rho_n=\delta_{n0}$, try $f_n=-|n|/2+n^2/(2N)$. Its second difference is $1/N$ away from site 0 and $2(-\frac12+\frac1{2N})=-1+\frac1N$ at site 0, as required. It is also periodic, because $f_n=-|n|(N-|n|)/(2N)$ for $|n|\le N$. The zero average fixes the constant: since $\sum_{n=0}^{N-1}n(N-n)=N(N^2-1)/6$,

$$V^{\rm lr}_n=g\left[\frac{N^2-1}{12N}-\frac{|n|(N-|n|)}{2N}\right].\tag{2}$$

The solution is unique: the difference of two solutions is linear and periodic, hence constant, and its average is zero.

## (b) Express $D$ through the density. Let $F$ be $D$ divided by its value for a uniform charge. What does $F=0$ establish?

**Answer.** In $V^{\rm sr}$ the background cancels, so away from site 0

$$V^{\rm sr}_{n+1}-2V^{\rm sr}_n+V^{\rm sr}_{n-1}=-g\rho_n.$$

Multiply by $u_i=w-|i|$, where $n=h+i$, and sum over $|i|<w$. Summation by parts moves the second difference onto $u$, extended by zero outside the window. The second difference of $u$ is $-2$ at $i=0$, $+1$ at $i=\pm w$ and zero elsewhere. The left side therefore becomes $V^{\rm sr}_{h+w}+V^{\rm sr}_{h-w}-2V^{\rm sr}_h=-2D$, and

$$D=\frac g2\sum_{|i|<w}(w-|i|)\,\rho_{h+i}.\tag{3}$$

Since $\sum_{|i|<w}u_i=w^2$, a uniform charge $\rho_n=1/N$ gives $D=gw^2/(2N)$. Thus

$$F=\frac{D}{gw^2/(2N)}=\frac{N}{w^2}\sum_{|i|<w}(w-|i|)\,\rho_{h+i}.\tag{4}$$

$F$ is $N$ times a weighted mean density in the window. No term is negative, so $F=0$ if and only if the window interior is empty. As $1\le u_i\le w$, the charge $Q$ in the interior obeys $gQ/2\le D\le gwQ/2$.

Flatness thus excludes charge far from the defect, but does not show how the charge is arranged elsewhere. Two equal charges on sites $\pm(h-w)$ also give $F=0$.

## (c) Show that the self-consistent density is unique, symmetric about the defect, and uniform at $U=0$.

**Answer.** The lowest eigenvector can be taken positive because $t>0$, so the energy is a function of the density:

$$E[\rho]=-2t\sum_n\sqrt{\rho_n\rho_{n+1}}-U\rho_0+\frac12\sum_n\rho_nV_n.$$

Setting its derivative at fixed total charge equal to a multiplier $\mu$ gives

$$-t\,\frac{\psi_{n+1}+\psi_{n-1}}{\psi_n}-U\delta_{n0}+V_n=\mu,$$

which is the self-consistent Hartree equation. The first term of $E$ is convex, because the Cauchy–Schwarz inequality gives $\sqrt{x_1y_1}+\sqrt{x_2y_2}\le\sqrt{(x_1+x_2)(y_1+y_2)}$. Since $\sqrt{xy}$ scales linearly when $x$ and $y$ are multiplied by the same positive number, applying this inequality to $\lambda(x_1,y_1)$ and $(1-\lambda)(x_2,y_2)$ shows that $\sqrt{xy}$ is concave, so $-2t\sqrt{xy}$ is convex. The second term is linear. By (1), the third equals

$$\frac{g}{2N}\sum_{k\ne0}\frac{|\rho_k|^2}{2-2\cos k},$$

where $\rho_k$ is the discrete Fourier transform of $\rho_n$. This is strictly convex at fixed total charge. A stationary point of a strictly convex function is its only minimum, so the density is unique.

Reflection about site 0 leaves $E$ unchanged and must map the minimum to itself. At $U=0$ the same holds for translations, so $\rho_n=1/N$ and $F=1$.

## (d) Omit $V$ from the electron's Hamiltonian. Find $F$, now called $F_0$, and show that it falls as $U$ rises.

**Answer.** Try $\psi_n\propto\cosh\kappa(h-|n|)$. Away from the defect the energy is $-2t\cosh\kappa$. At site 0, $\psi_{\pm1}\propto\cosh\kappa h\cosh\kappa-\sinh\kappa h\sinh\kappa$, and the eigenvalue equation leaves

$$U=2t\sinh\kappa\,\tanh(\kappa h).\tag{5}$$

The right side rises from zero without limit, so each $U>0$ has one $\kappa$. The state is positive everywhere; every other eigenstate is orthogonal to the positive ground state and must change sign, so this is the ground state.

For the norm use $\cosh^2y=\frac12(1+\cosh2y)$ and

$$2\sinh\kappa\cosh2\kappa i=\sinh(2i+1)\kappa-\sinh(2i-1)\kappa.$$

The sum telescopes:

$$\sum_{i=-h+1}^{h}\cosh2\kappa i=\frac{\sinh(N+1)\kappa+\sinh(N-1)\kappa}{2\sinh\kappa}=\sinh(\kappa N)\coth\kappa.$$

For the window, the difference $j-j'=i$ occurs $w-|i|$ times among $0\le j,j'<w$. Therefore

$$\sum_{|i|<w}(w-|i|)\cosh2\kappa i=\sum_{j=0}^{w-1}e^{2\kappa j}\sum_{j'=0}^{w-1}e^{-2\kappa j'}=\frac{\sinh^2\kappa w}{\sinh^2\kappa}.$$

Inserting both sums in (4), where the factors $\frac12$ cancel, gives

$$F_0=\frac{N\left[1+\left(\dfrac{\sinh\kappa w}{w\sinh\kappa}\right)^2\right]}{N+\sinh(\kappa N)\coth\kappa}.\tag{6}$$

As $\kappa\to0$, $F_0\to1$. For $\kappa w\gg1$ and $w>1$, the numerator of (6) tends to $Ne^{2\kappa w}/(4w^2\sinh^2\kappa)$ and the denominator to $\tfrac12e^{2\kappa h}\coth\kappa$, so $F_0\approx Ne^{-2\kappa(h-w)}/(w^2\sinh2\kappa)$. The decay length of the density, $1/(2\kappa)$, is thus compared with the distance from the defect to the window edge.

For the trend, let $p_i\propto\cosh^2\kappa i$ be the normalised density at $n=h+i$, and set $u_i=0$ outside the window. With $\ell_i=2i\tanh\kappa i$, the logarithmic derivative of $\cosh^2\kappa i$,

$$\frac{d}{d\kappa}\sum_ip_iu_i=\frac12\sum_{i,j}p_ip_j(u_i-u_j)(\ell_i-\ell_j)<0,$$

because $u$ does not increase with $|i|$ while $\ell$ increases. By (5), $\kappa$ rises with $U$, so $F_0$ falls.

## (e) Restore the Hartree repulsion and interpret the results below.

Take $t=1$ eV, $a=0.3$ nm, $\varepsilon=5$, $N=24$, $w=6$ and $A=L^2=51.84$ nm², which give $g=20.94$ meV. The participation number is $P=1/\sum_n\rho_n^2$.

| $U$ (eV) | $P$ | $D$ (meV) | $F$ | $F_0$ |
|---|---|---|---|---|
| 0 | 24.0 | 15.71 | 1.00 | 1.00 |
| 0.10 | 23.4 | 13.56 | 0.863 | 0.801 |
| 0.25 | 19.4 | 9.53 | 0.607 | 0.451 |
| 0.50 | 9.49 | 2.80 | 0.178 | 0.086 |
| 1.00 | 3.82 | 0.052 | 0.0033 | 0.0020 |
| 2.00 | 1.89 | 0.00012 | $7.5\times10^{-6}$ | $6.0\times10^{-6}$ |

**Answer.** The uniform value is $gw^2/(2N)=20.94\times36/48=15.71$ meV. At $U=0.5$ eV, $F=2.795/15.71=0.178$. As the binding grows, the charge contracts and the plateau flattens continuously; there is no sharp threshold. In each row with $U>0$, self-repulsion raises $F$ above $F_0$ by pushing charge into the window.

The verdict belongs to the cell as well as to the defect. Keeping $U=0.5$ eV, with $w=N/4$ and $A=(Na)^2$, gives $F=0.178$, $0.0049$ and $4.8\times10^{-6}$ for $N=24$, 48 and 96. Along this series the window recedes and the coupling $g$ also falls. Without repulsion, (6) already gives $F_0=0.086$, $0.0019$ and $2.2\times10^{-6}$, so the receding window alone flattens the plateau of a state whose amplitude decay length $1/\kappa$ stays nearly fixed, at 4.02 to 4.04 sites (half that for the density). Length alone is not enough once the repulsion is kept. By (2) the model potential drops by $gN/8$ from site 0 to site $h$, which falls along this series but grows with $N$ at fixed $A$. Keeping $g=20.94$ meV gives $F=0.178$, $0.31$ and $0.94$ for the same three lengths: the self-repulsion then spreads the charge. Both series describe this planar model only. For a single electron the Hartree term is the uncancelled self-interaction of the mean field, not a physical repulsion, and $g\propto1/A$ holds for charge spread over the whole plane; the self-repulsion of a laterally confined point defect is set by its own size and does not vanish as $A$ grows.

## (f) Find $C=V^{\rm sr}_h$ and relate it to the charge correction. What happens for a uniform charge?

**Answer.** Label the sites by $-h<m\le h$. By linearity $V_h=\sum_m\rho_mV^{\rm lr}_{h-m}$. In (2), $(h-m)(N-h+m)=h^2-m^2$, so

$$C=\sum_m\rho_m\left(V^{\rm lr}_{h-m}-V^{\rm lr}_h\right)=\frac{g}{2N}\langle m^2\rangle.\tag{7}$$

For an isolated plane take the potential $-g|n|/2$, zero at the plane itself. Cut the periodic density at the cell boundary, placing half of $\rho_h$ at each of $\pm h$. For fixed density,

$$E_{\rm per}=\frac g2\left[\frac{N^2-1}{12N}-\frac{\langle|n-m|\rangle}{2}+\frac{\langle(n-m)^2\rangle}{2N}\right],\qquad E_{\rm iso}=-\frac g4\langle|n-m|\rangle.$$

The averages run over two independent positions. Symmetry gives $\langle n\rangle=0$, so $\langle(n-m)^2\rangle=2\langle m^2\rangle$ and

$$E_{\rm per}-E_{\rm iso}=\frac{g(N^2-1)}{24N}+C.\tag{8}$$

The first term is the model-charge energy; the second is the potential alignment. Both are for charge spread evenly over planes; a point defect needs the three-dimensional model-charge energy instead. The periodic energies here are $\frac12\sum_n\rho_nV_n$ with the zero site average; the field energy of the planes in the continuous background is larger by the constant $g/(24N)=0.036$ meV, in $E_{\rm per}$ and in the first term alike. At $U=2$ eV the two terms of (8) give $20.91+0.22=21.13$ meV, equal to $17.86-(-3.27)$ meV from the two electrostatic energies.

At $U=0$, $E_{\rm per}=0$, yet the recipe subtracts $20.907+21.016=41.923$ meV. Identity (8) still holds, but its isolated reference is a uniform slab whose length is set by the cell, not a defect charge. Here $C$ is the top of a parabola, not a plateau: $V^{\rm sr}$ rises from 5.3 meV at site 6 to 21.0 meV at site 12.

## (g) How do a misplaced model charge and a wrong dielectric constant affect the diagnosis?

**Answer.** Move the model charge to site $d$, with $|d|\le h-w$. Its potential keeps the second difference $g/N$ inside the window, so $D$ is unchanged. For a symmetric density $V$ is equal at the two window ends, and (2) gives

$$V^{\rm sr}_{h+w}-V^{\rm sr}_{h-w}=\frac{g}{2N}\left[(w+d)^2-(w-d)^2\right]=\frac{2wgd}{N}.$$

For $d=1$ this is $2\times6\times20.94/24=10.47$ meV, even for the localised state at $U=2$ eV. A tilted plateau therefore does not establish delocalisation; bowing must be separated from tilt.

If the model uses $\varepsilon_m$, then $V^{\rm lr}$ is multiplied by $\varepsilon/\varepsilon_m$, which adds $(1-\varepsilon/\varepsilon_m)V^{\rm lr}$ to $V^{\rm sr}$. The second difference $g/N$ of $V^{\rm lr}$ gives it a bowing of $-gw^2/(2N)$, so

$$F_{\rm apparent}=F+\frac{\varepsilon}{\varepsilon_m}-1.$$

With $\varepsilon_m=0.8\,\varepsilon$, the localised state at $U=2$ eV shows an apparent $F=0.25$. With $\varepsilon_m=100\,\varepsilon$, the uniform charge shows $0.01$ and looks flat. The diagnosis therefore requires the dielectric constant that actually screens the charge. The numerical check tests these relations from separately computed potentials.

## Values computed for the example and the checks

```
hopping t = 1.0 eV, spacing a = 0.3 nm, eps = 5.0
sites N = 24, window half-width w = 6 sites, cell length = 7.2 nm
lateral area A = 51.84 nm^2
sheet coupling g = 20.943 meV
bowing of a uniform charge g w^2/(2N) = 15.708 meV
Scan of defect depth; F0 is F without Hartree repulsion
U(eV)  particip.  Q_window   D(meV)     F          F0         C(meV)
 0.00    24.000   4.583e-01  1.571e+01  1.000e+00  1.000e+00  21.016
 0.10    23.423   4.001e-01  1.356e+01  8.632e-01  8.006e-01  18.635
 0.25    19.402   2.887e-01  9.530e+00  6.067e-01  4.509e-01  14.029
 0.50     9.492   9.379e-02  2.795e+00  1.780e-01  8.598e-02  5.711
 1.00     3.822   2.733e-03  5.232e-02  3.331e-03  2.047e-03  0.957
 2.00     1.895   9.223e-06  1.182e-04  7.528e-06  6.034e-06  0.222
Short-range potential (meV) at sites 6, 8, 10, 12
U = 0.0 eV: 5.3086  14.0350  19.2709  21.0162
U = 0.5 eV: 2.9160  4.6111  5.4542  5.7112
U = 2.0 eV: 0.2219  0.2220  0.2221  0.2221
Electrostatic energies (meV): periodic, isolated, model term, C, model+C
U = 0.0 eV: 0.000  -41.923  20.907  21.016  41.923
U = 2.0 eV: 17.857  -3.272  20.907  0.222  21.129
U = 2.0 eV, model charge moved by 1 site: end difference = 10.472 meV
  bowing with moved model charge = 1.182e-04 meV
Apparent F when the model uses eps_m instead of eps
U = 2.0 eV, eps_m/eps = 0.80: apparent F = 0.2500
U = 2.0 eV, eps_m/eps = 1.25: apparent F = -0.2000
U = 0.0 eV, eps_m/eps = 100.00: apparent F = 0.0100
Cell-size series at U = 0.5 eV, w = N/4, A = (N a)^2
N = 24: g = 20.943 meV, D = 2.795e+00 meV, F = 1.780e-01
N = 48: g = 5.236 meV, D = 3.857e-02 meV, F = 4.910e-03
N = 96: g = 1.309 meV, D = 1.898e-05 meV, F = 4.832e-06
```
